# The ratio N_A e S/(γT): free electrons, scattering and carrier number

## Question

I have been asked to show that the dimensionless ratio

$$
q=\frac{N_A\,e\,S}{\gamma T}
$$

equals $-1$ for a free-electron gas with a constant relaxation time $\tau$. Here $S$ is the Seebeck coefficient and $\gamma T$ is the electronic heat capacity per mole at low temperature. I must then find how $q$ changes if $\tau$ depends on energy as a power law, and if the number of carriers per formula unit is not one.

I can see that both $S$ and $\gamma T$ are linear in $T$ and inversely proportional to the Fermi energy, so a pure number is plausible. Two things stop me. First, I don't know what "per mole" refers to: a mole of electrons or a mole of the compound? The answer seems to depend on it. Second, even if the algebra gives $-1$, I don't see why a transport coefficient should know about a heat capacity, or why a constant $\tau$ should be the special case. Is the claim true as it stands?

## Answer

It is true with two additions: there must be one carrier per formula unit, and the temperature must be far below the Fermi temperature $T_F$. A measured $\gamma$ refers to a mole of formula units, whereas $S$ knows nothing about formula units, so the carrier count has to enter. Let there be $x$ carriers per formula unit and let $\tau\propto\varepsilon^r$, with $\varepsilon$ the energy above the band bottom. The result derived below is

$$
q=-\frac{1}{x}\left(1+\frac{2r}{3}\right),\qquad T\ll T_F .
$$

**Model and units.** The electrons have charge $-e$ and occupy one isotropic parabolic band, $\varepsilon=k^2/2m$, in three dimensions. Scattering is elastic and described by $\tau(\varepsilon)$, and the phonons stay in equilibrium, so there is no phonon drag. I use atomic units with $k_B=1$: $T$ is an energy, $S$ is in units of $k_B/e$, and $m$ is the band mass in electron masses. With $\gamma_f$ the heat-capacity coefficient per formula unit, $N_A$ cancels and

$$
q=\frac{S}{\gamma_f T}.
$$

### The Seebeck coefficient

Let $\mathbf F$ be the electric field and $f$ the Fermi function with local $\mu$ and $T$. Its gradient in space is

$$
\nabla f=(-f')\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right],\qquad f'=\frac{\partial f}{\partial\varepsilon}.
$$

The force on an electron is $-\mathbf F$, and $\nabla_{\mathbf k}f=\mathbf v f'$, so the force term of the Boltzmann equation is $(-f')\,\mathbf v\cdot\mathbf F$. Setting the sum of drift and force terms equal to $-\delta f/\tau$ gives, to linear order,

$$
\delta f=-\tau(-f')\,\mathbf v\cdot\left[\boldsymbol{\mathcal E}+\frac{\varepsilon-\mu}{T}\nabla T\right],\qquad \boldsymbol{\mathcal E}=\mathbf F+\nabla\mu .
$$

A voltmeter responds to $\boldsymbol{\mathcal E}$, the gradient of the electrochemical potential, and $S$ is defined by $\boldsymbol{\mathcal E}=S\nabla T$ at zero current.

The current is the sum of $-\mathbf v\,\delta f$ over states. By isotropy the average of $v_x^2$ is $v^2/3$, so

$$
\mathbf j=L_0\,\boldsymbol{\mathcal E}+\frac{L_1}{T}\nabla T,\qquad
L_j=\int_0^\infty\Phi(\varepsilon)(\varepsilon-\mu)^j(-f')\,d\varepsilon,\qquad
\Phi=\frac{g v^2\tau}{3},
$$

where $g$ is the density of states per volume, spin included. Setting $\mathbf j=0$ gives

$$
S=-\frac{L_1}{T L_0}.
$$

Thus $-ST$ is the mean of $\varepsilon-\mu$ over the electrons, weighted by their share in the conductivity.

Next we need $\Phi$. The number of states per volume below $\varepsilon$ is

$$
N(\varepsilon)=\frac{k^3}{3\pi^2}=\frac{(2m\varepsilon)^{3/2}}{3\pi^2},\qquad g=\frac{dN}{d\varepsilon}=\frac{3N}{2\varepsilon}.
$$

With $v^2=2\varepsilon/m$,

$$
\Phi=\frac13\cdot\frac{3N}{2\varepsilon}\cdot\frac{2\varepsilon}{m}\,\tau=\frac{N(\varepsilon)\,\tau(\varepsilon)}{m}\propto\varepsilon^{3/2+r}.
$$

The integrals converge at the band bottom if $r>-5/2$.

For $T\ll T_F$ the factor $-f'$ is a narrow, even peak at $\mu$, with

$$
\int(-f')\,d\varepsilon=1,\qquad \int(\varepsilon-\mu)^2(-f')\,d\varepsilon=\frac{\pi^2T^2}{3}.
$$

Expanding $\Phi$ about $\mu$ gives $L_0\simeq\Phi(\mu)$. In $L_1$ the constant term of $\Phi$ drops out by symmetry, leaving $L_1\simeq\Phi'(\mu)\,\pi^2T^2/3$. At leading order $\mu$ may be replaced by $E_F$, so

$$
S=-\frac{\pi^2T}{3}\,\frac{\Phi'(E_F)}{\Phi(E_F)}
=-\frac{\pi^2T}{3}\,\frac{3/2+r}{E_F}
=-\frac{\pi^2T}{2E_F}\left(1+\frac{2r}{3}\right).
$$

### The heat capacity

Let $u$ be the energy per volume and $n$ the carrier density. At fixed $n$ we may subtract $\mu\,dn/dT=0$ from $du/dT$:

$$
C=\int g\,(\varepsilon-\mu)\frac{df}{dT}\,d\varepsilon,\qquad
\frac{df}{dT}=(-f')\left[\frac{\varepsilon-\mu}{T}+\frac{d\mu}{dT}\right].
$$

The second term in the bracket contributes at order $T^3$, because $d\mu/dT$ is of order $T$ and multiplies an integral of order $T^2$. The first gives

$$
C=\frac{\pi^2}{3}g(E_F)\,T=\frac{\pi^2n}{2E_F}\,T,
$$

since $N(E_F)=n$ implies $g(E_F)=3n/(2E_F)$. A formula unit of volume $V$ holds $nV=x$ carriers, so

$$
\gamma_f=\frac{CV}{T}=\frac{\pi^2x}{2E_F}.
$$

Dividing $S$ by $\gamma_fT$ cancels $E_F$, and with it the band mass:

$$
q=\frac{-\dfrac{\pi^2}{2E_F}\left(1+\dfrac{2r}{3}\right)}{\dfrac{\pi^2x}{2E_F}}
=-\frac{1}{x}\left(1+\frac{2r}{3}\right).
$$

For constant $\tau$ and $x=1$ this is $-1$.

### Why constant $\tau$ is special

For $r=0$ the Seebeck coefficient is minus the entropy per carrier, and in this model that holds at any temperature. The entropy of one state is

$$
h=-f\ln f-(1-f)\ln(1-f),\qquad \frac{dh}{df}=\ln\frac{1-f}{f}=\frac{\varepsilon-\mu}{T}.
$$

Let $s$ be the entropy per carrier. Integrate the entropy per volume by parts. The boundary terms vanish because $N(0)=0$ and $h$ decays exponentially at high energy:

$$
ns=\int_0^\infty g\,h\,d\varepsilon=-\int_0^\infty N\,\frac{dh}{d\varepsilon}\,d\varepsilon
=\frac1T\int_0^\infty N(\varepsilon)(\varepsilon-\mu)(-f')\,d\varepsilon .
$$

For constant $\tau$ we have $\Phi=N\tau/m$, so the last integral is $L_1m/\tau$, and $L_1=nsT\tau/m$. The same integration by parts gives

$$
L_0=\frac{\tau}{m}\int_0^\infty N(-f')\,d\varepsilon=\frac{\tau}{m}\int_0^\infty g f\,d\varepsilon=\frac{n\tau}{m}.
$$

Therefore

$$
S=-\frac{L_1}{TL_0}=-s,\qquad\text{or } S=-\frac{s}{e}\text{ in ordinary units.}
$$

This is the link you were missing. With constant $\tau$, each carrier transports on average its equilibrium share of the entropy. At low temperature the entropy per formula unit is $\int(\gamma_fT)\,dT/T=\gamma_fT$, numerically equal to the heat capacity. Per carrier it is $\gamma_fT/x$, which again gives $q=-1/x$.

If $\tau$ depends on energy, the current no longer samples the electrons in this way. At $T/T_F=0.01$ the computed entropy per carrier is $0.0493\,k_B$. The value of $-S$ is $0.0493\,k_B/e$ for constant $\tau$, but $0.0329\,k_B/e$ for a constant mean free path.

The opposite limit, $T\gg T_F$, shows the same thing. There $-f'\propto e^{-\varepsilon/T}$, and the mean of $\varepsilon$ with weight $\varepsilon^{3/2+r}e^{-\varepsilon/T}$ is $(5/2+r)T$. Hence

$$
-S=\frac52+r-\frac{\mu}{T},
$$

so the exponent is added to the entropy instead of multiplying it. For $r=-1/2$ the deficit should approach $0.5\,k_B/e$. At $T/T_F=2$ the computed values are $3.8477$ and $3.3625$, a difference of $0.4852$.

### What the scattering exponent does

At low temperature $r$ changes $S$ and leaves $\gamma$ alone:

- **Constant mean free path $\ell$.** Here $\tau=\ell/v\propto\varepsilon^{-1/2}$, so $r=-1/2$ and $q=-2/(3x)$. This is a different assumption from constant $\tau$.
- **$r=3/2$.** Electrons above $E_F$ are scattered less, which strengthens their excess weight in the current, and $q=-2/x$.
- **$r=-3/2$.** The growth of $N$ with energy is cancelled by the fall of $\tau$. $\Phi$ is flat and the leading term of $S$ vanishes.
- **$-5/2<r<-3/2$.** Electrons below $E_F$ now dominate, and $S$ is positive although the carriers are electrons. For $r=-2$ and $x=1$ the ratio is $+1/3$.

### What the carrier number does

At fixed $V$ and $m$,

$$
E_F=\frac{1}{2m}\left(\frac{3\pi^2x}{V}\right)^{2/3}\propto x^{2/3},\qquad
|S|\propto x^{-2/3},\qquad \gamma_f\propto x\cdot x^{-2/3}=x^{1/3}.
$$

Fewer carriers mean a larger $|S|$ and a smaller $\gamma$, and the ratio goes as $1/x$.

Part of this is bookkeeping. If you describe the same crystal by a formula unit twice as large, $S$ is unchanged, $\gamma$ per mole doubles, and $|q|$ halves. The product $xq=-(1+2r/3)$ does not depend on that choice.

It follows that $q$ alone cannot give both $x$ and $r$. A gas with $x=2$ and $r=3/2$ also has $q=-1$. If $r$ is known only to lie between $-1/2$ and $3/2$, the carrier number inferred from $q$ is uncertain by a factor of three.

### Numbers

Take a model metal with $V=64$ Å$^3$, $m=1$, constant $\tau$ and $k_BT=0.010$ eV. For $x=1$ the density is $1/64=0.0156$ Å$^{-3}$, and the Fermi energy is $E_F=2.279$ eV. Then

$$
\frac{T}{T_F}=\frac{0.010}{2.279}=0.00439,\qquad
\gamma_f=\frac{\pi^2}{2\times2.279}=2.165\ k_B^2/\text{eV},
$$

$$
S=-\frac{\pi^2}{2}\times0.00439=-0.0217\ k_B/e,\qquad
q=\frac{-0.02165}{2.165\times0.010}=-1.000 .
$$

In laboratory units these are $S=-1.87$ µV/K at $116$ K and $\gamma=1.55$ mJ/(mol K$^2$).

Changing $x$ at the same volume and temperature gives:

| $x$ | $E_F$ (eV) | $\gamma_f$ ($k_B^2$/eV) | $S$ ($k_B/e$) | $q$ |
|---|---|---|---|---|
| 0.1 | 0.491 | 1.005 | −0.1005 | −9.996 |
| 1 | 2.279 | 2.165 | −0.0217 | −1.000 |
| 2 | 3.618 | 2.728 | −0.0136 | −0.500 |

From $x=1$ to $x=0.1$, $|S|$ grows by a factor $4.64\simeq10^{2/3}$ and $\gamma_f$ falls by a factor $2.15\simeq10^{1/3}$. Together they make the factor of ten in $q$. The numerical output below comes from direct integration over $k$ and includes the low-temperature limits for other exponents.

### How low must the temperature be?

The first row gives $-9.996$ instead of $-10$. For constant $\tau$ this follows from the next term of the expansion. Write $t=T/E_F$, $y=\mu/E_F$ and $N=n(\varepsilon/E_F)^{3/2}$. Fixed density requires

$$
1=\frac1n\int N(-f')\,d\varepsilon\simeq y^{3/2}+\frac{\pi^2t^2}{8}
\quad\Rightarrow\quad y\simeq1-\frac{\pi^2t^2}{12}.
$$

In the entropy integral the cubic term of $N$ now contributes too. With $\int(\varepsilon-\mu)^4(-f')\,d\varepsilon=7\pi^4T^4/15$ and $N'''(E_F)=-3n/(8E_F^3)$,

$$
s\simeq\frac{\pi^2t}{2}\,y^{1/2}-\frac{7\pi^4t^3}{240}
\simeq\frac{\pi^2t}{2}\left[1-\frac{\pi^2t^2}{24}-\frac{7\pi^2t^2}{120}\right]
=\frac{\pi^2t}{2}\left[1-\frac{\pi^2t^2}{10}\right].
$$

Since $S=-s$, and $\gamma$ keeps its low-temperature value,

$$
q\simeq-\frac1x\left[1-\frac{\pi^2}{10}\left(\frac{T}{T_F}\right)^2\right].
$$

For $x=0.1$, $T/T_F=0.0204$ and the relative correction is $0.987\times0.0204^2=4.1\times10^{-4}$, which turns $-10$ into $-9.996$.

This coefficient belongs to $r=0$ only. The same expansion of $L_0$ and $L_1$ with $\Phi\propto\varepsilon^p$, $p=3/2+r$, multiplies the leading $q$ by $1+\pi^2\left[\frac1{12}+\frac{(p-1)(p-7)}{15}\right](T/T_F)^2$. The coefficient of $(T/T_F)^2$ is $+0.82$ for $r=-1/2$ and $-4.4$ for $r=3/2$, so both its size and its sign depend on the scattering.

### When the formula should not be used

The result describes the model gas, not every metal with one conduction electron per atom: lithium, copper and gold have a positive $S$ at room temperature. A measured low-temperature $\gamma$ contains the electron-phonon mass enhancement $1+\lambda$, which need not enter $S$ in the same way at the temperature where $S$ is measured. Phonon drag adds a contribution to $S$ that has no counterpart in $\gamma$. Inelastic scattering need not be describable by a single $\tau(\varepsilon)$. In a non-parabolic band $\Phi$ is no longer $N\tau/m$ with constant $m$, and $g(E_F)$ is no longer $3n/(2E_F)$, so both $S$ and $\gamma$ change. Dividing $S=-(\pi^2T/3)\,\Phi'(E_F)/\Phi(E_F)$ by $\gamma_fT=(\pi^2/3)\,g(E_F)VT$ then gives $q=-\Phi'(E_F)/[\Phi(E_F)\,g(E_F)V]$. The identity $S=-s$ for constant $\tau$ is lost as well: for a linear band $\varepsilon\propto k$, $\Phi\propto\varepsilon^2$ and $g(E_F)=3n/E_F$, so constant $\tau$ gives $q=-2/(3x)$.

With several bands that conduct independently, $L_0$ and $L_1$ add. The total $S$ is then the conductivity-weighted mean of the band values, while $\gamma$ is their plain sum, and in general one number $x$ cannot describe both.

## Numbers as computed

```
Model: formula-unit volume = 64.0 angstrom^3
Band mass = 1 electron mass; k_B T = 0.010 eV
Constant tau, at this temperature (gamma from the T -> 0 limit):
x = 0.1 carriers per formula unit
  density = 0.001563 angstrom^-3
  E_F = 0.4910 eV, T/T_F = 0.02037
  gamma per formula unit = 1.0050 k_B^2/eV
  S = -0.100463 k_B/e
  q = -9.99590 (dimensionless)
x = 1.0 carriers per formula unit
  density = 0.015625 angstrom^-3
  E_F = 2.2790 eV, T/T_F = 0.00439
  gamma per formula unit = 2.1653 k_B^2/eV
  S = -0.021653 k_B/e
  q = -0.99998 (dimensionless)
x = 2.0 carriers per formula unit
  density = 0.031250 angstrom^-3
  E_F = 3.6177 eV, T/T_F = 0.00276
  gamma per formula unit = 2.7281 k_B^2/eV
  S = -0.013640 k_B/e
  q = -0.50000 (dimensionless)
Main case x = 1, r = 0, converted:
  T = 116.05 K
  S = -1.8659 microvolt/K
  gamma = 1.5514 mJ/(mol K^2)
  q from SI values = -0.99998 (dimensionless)
Low-temperature limit of q (dimensionless):
  x = 0.1: r=-1/2 -6.6667, r=0 -10.0000, r=3/2 -20.0000
  x = 1.0: r=-1/2 -0.6667, r=0 -1.0000, r=3/2 -2.0000
  x = 2.0: r=-1/2 -0.3333, r=0 -0.5000, r=3/2 -1.0000
  x = 1.0: r=-2 0.3333
Entropy per carrier (k_B) and -S (k_B/e), x = 1:
  T/T_F = 0.01: entropy 0.04934
    -S: constant tau 0.04934, constant path 0.03290
  T/T_F = 0.30: entropy 1.32493
    -S: constant tau 1.32493, constant path 0.98705
  T/T_F = 2.00: entropy 3.84768
    -S: constant tau 3.84768, constant path 3.36249
Correction coefficient: numerical 0.9874, pi^2/10 = 0.9870
```
